# Why a narrow neck shortens the electromigration life of a metal line

**Why can a short stretch of reduced width cost an interconnect line much more lifetime than the loss of width suggests, and how large is the loss according to Black's scaling?**

Let a line of width \(w_0\) and thickness \(h\) contain a neck of width \(w_n=w_0/r\), with \(r>1\), and length \(L=2a\). The subscripts 0 and \(n\) refer to the line far from the neck and to the neck. The question is whether the lifetime falls by more than the factor \(r\) by which the width falls.

## What the neck changes

The same current \(I\) passes through every cross-section. With the current spread evenly over each section, \(j=I/(hw)\), so

\[
j_n=r\,j_0 .
\]

The Joule heat per unit length is the power density \(\rho j^2\) times the section \(hw\). At the substrate temperature \(T_s\), where the resistivity is \(\rho_s\), it is

\[
p=\rho_s j^2hw=\frac{\rho_s I^2}{hw},\qquad p_n=r\,p_0 .
\]

The neck therefore produces more heat per unit length, and it has a smaller base through which to lose it. Both effects raise its temperature, but conduction along the metal carries part of the heat into the cooler line. The neck's length therefore matters as well as its width.

A larger current density does not by itself create a void. Voids form where more atoms leave than arrive. Let \(\sigma\) be the tensile stress, \(\Omega\) the atomic volume, \(D\) the atomic diffusivity and \(f\) the electron-wind force on an atom, with \(x\) along the atomic drift. The atomic flux is

\[
J_a=\frac{D}{kT\,\Omega}\left(f+\Omega\,\partial_x\sigma\right).
\]

A loss of atoms raises the tension: \(d\sigma=-B\Omega\,dc\), where \(c\) is the atomic concentration and \(B\) the elastic modulus. Combining this with conservation, \(w\,\partial_tc=-\partial_x(wJ_a)\), gives

\[
w\,\partial_t\sigma=\partial_x\!\left[w\kappa\left(\partial_x\sigma+F\right)\right],\qquad
\kappa=\frac{DB\Omega}{kT},\quad F=\frac f\Omega .
\]

The wind force is proportional to \(\rho j\) times an effective charge. I take the product of charge and resistivity as constant, so \(F\propto j\) and \(wF\) is the same everywhere. I also omit atomic drift driven directly by temperature gradients, and stress caused by thermal expansion. Finally, I take \(D\) and \(B\) to be independent of the width. Real lines need not obey this: diffusion along interfaces and grain boundaries makes \(D\) depend on width and grain structure, and any such change in \(\kappa\) acts like the temperature differences treated below.

If the temperature, and hence \(\kappa\), is uniform, the source \(\partial_x(w\kappa F)\) vanishes, even at the ends of the neck. An initially unstressed line with no blocked section stays unstressed: the neck carries atoms faster, but through a smaller section. The higher current density can become harmful when a place that blocks the atomic flow lies in the neck or close upstream of it (in the direction of atomic drift), or when the neck contains a void that can grow.

## Where the current exponent comes from

Place a blocking site at \(x=0\) in a long uniform line and consider the side that atoms leave, \(x>0\). No flux crosses the site, so \(\partial_x\sigma=-F\) there. With zero initial stress, the Laplace transform of \(\partial_t\sigma=\kappa\,\partial_x^2\sigma\) has the decaying solution

\[
\hat\sigma(x,s)=\frac{F}{s\,q}e^{-qx},\qquad q=\sqrt{s/\kappa}.
\]

At the site this equals \(F\sqrt\kappa\,s^{-3/2}\). Since \(s^{-3/2}\) is the transform of \(2\sqrt{t/\pi}\),

\[
\sigma(0,t)=2F\sqrt{\frac{\kappa t}{\pi}},\qquad
t_{\rm nuc}=\frac{\pi\sigma_c^2}{4\kappa F^2},
\]

where \(\sigma_c\) is the stress at which a void forms. Thus \(t_{\rm nuc}\propto j^{-2}/\kappa\).

If a void already exists and failure requires it to reach a fixed length \(\ell\), the relevant quantity is the drift speed \(v=Df/(kT)\). Neglecting stress-driven return flow, \(t_{\rm grow}=\ell/v\propto j^{-1}\).

With \(D\propto e^{-E_a/kT}\), both times take the form of Black's law,

\[
t=C\,j^{-n}e^{E_a/kT},
\]

with \(n=2\) for nucleation and \(n=1\) for growth, apart from a factor \(T\) that Black's law leaves out. Here \(T\) is the actual local temperature, so \(n\) must not already contain an allowance for self-heating.

## How hot the neck becomes

Let \(\theta=T-T_s\), and let the resistivity be \(\rho_s(1+\beta\theta)\). The heat lost to the substrate per unit length is \(g\theta\), with

\[
g(w)=k_d\left(\frac wd+c\right),
\]

where \(k_d\) and \(d\) are the conductivity and thickness of the dielectric. The first term is flow straight down; the constant \(c\) accounts for spreading at the edges. No heat leaves upward. For metal conductivity \(k_m\), the steady balance is

\[
k_mhw\,\theta''-g\theta+p(1+\beta\theta)=0
\]

or, with \(G=g-\beta p\),

\[
k_mhw\,\theta''-G\theta+p=0 .
\]

The term \(\beta p\) is a feedback: a hotter metal has a higher resistance and generates more heat. I require \(G>0\) in both regions. A long stretch then settles at

\[
\Theta=\frac pG,
\]

and departures from this plateau decay over the healing length \(\lambda=\sqrt{k_mhw/G}\).

With \(x\) measured from the neck's centre, symmetry and decay far away give

\[
\theta=\Theta_n-A\cosh\frac{x}{\lambda_n}\quad(|x|<a),
\]

\[
\theta=\Theta_0+b\,e^{-(|x|-a)/\lambda_0}\quad(|x|>a).
\]

Write \(u=a/\lambda_n\) and \(K=k_mhw/\lambda=G\lambda\). Continuity of temperature and of heat flow at \(x=a\) requires

\[
\Theta_n-A\cosh u=\Theta_0+b,\qquad K_nA\sinh u=K_0b .
\]

Substituting \(b\) from the second condition into the first,

\[
A=\frac{\Theta_n-\Theta_0}{\cosh u+(K_n/K_0)\sinh u}.
\]

The peak rise, \(\theta(0)=\Theta_n-A\), is therefore

\[
\theta_{\rm peak}=\Theta_0+(\Theta_n-\Theta_0)
\left[1-\frac1{\cosh u+(K_n/K_0)\sinh u}\right].
\]

Narrowing raises \(p\) and lowers \(g\), so \(\Theta_n>\Theta_0\). The bracket lies between 0 and 1, so the neck is hotter than the line, but not hotter than its own plateau.

For a long neck the bracket tends to 1. If the feedback is also small,

\[
\frac{\Theta_n}{\Theta_0}\simeq r\,\frac{w_0/d+c}{w_n/d+c}.
\]

This ratio tends to \(r\) when edge spreading dominates and to \(r^2\) when the flow is straight down. A constant \(c\) is inaccurate for \(w\ll d\), where the true \(g\) keeps falling logarithmically and the limit \(r\) is approached only slowly: for \(r=2\) and \(w_0/d=0.1\) a thin strip gives 2.35 rather than 2.1.

For a short neck the bracket is \((K_n/K_0)u\) to first order. Because \(K_n/\lambda_n=G_n\), this equals \(aG_n/K_0\), and

\[
\theta_{\rm peak}-\Theta_0\simeq\frac{a\,(p_n-G_n\Theta_0)}{K_0}.
\]

The excess temperature is then proportional to the neck's length: the adjoining line drains the extra heat. These formulas assume one-dimensional flow, so they do not describe current crowding at a notch whose length is comparable with its width.

## The lifetime ratio

Compare the same failure process, at the same kind of site, in the neck and in the line. With \(T_0=T_s+\Theta_0\) and \(T_n=T_s+\theta_{\rm peak}\), dividing Black's law for the two places gives

\[
\frac{t_n}{t_0}=r^{-n}\exp\!\left[-\frac{E_a}{k}\left(\frac1{T_0}-\frac1{T_n}\right)\right].
\]

The constant \(C\) cancels if neck and line start from the same stress and share the same diffusivity prefactor, modulus and \(\sigma_c\). A width-dependent \(D\) divides \(t_n/t_0\) by the isothermal ratio \(D_n/D_0\), which can lie above or below 1. This leaves out thermal expansion: a metal that expands more than its surroundings would start more compressed in the hot neck, which would delay nucleation there. The logarithm of the loss separates the two causes:

\[
\ln\frac{t_0}{t_n}=n\ln r+\frac{E_a}{k}\,\frac{T_n-T_0}{T_0T_n}.
\]

Both terms are positive. For \(n=2\), the loss exceeds \(r\) even without heating. For \(n=1\), it equals \(r\) without heating and exceeds it with heating.

The factor left out of Black's law would multiply \(t_n/t_0\) by \(T_n/T_0\), a small correction unless the neck is much hotter than the line.

## When the neck is too short for \(n=2\)

The nucleation law assumes that the stress has not yet spread beyond the neck. To see what happens otherwise, keep the temperature uniform and put the blocking site at the neck's centre, now \(x=0\). For \(0<x<a\),

\[
\hat\sigma=A_s\cosh qx-\frac{F_n}{sq}\sinh qx,
\]

which satisfies \(\partial_x\hat\sigma=-F_n/s\) at the site. For \(x>a\), \(\hat\sigma=C_s e^{-q(x-a)}\). Stress and atomic flow are continuous at \(a\). Since \(wF\) and \(\kappa\) do not change there, \(w\,\partial_x\sigma\) is continuous. Using \(w_0/w_n=r\) and eliminating \(C_s\),

\[
A_sq\sinh qa-\frac{F_n}{s}\cosh qa
=-rq\left(A_s\cosh qa-\frac{F_n}{sq}\sinh qa\right).
\]

Collecting \(A_s\) and writing the hyperbolic functions as exponentials,

\[
A_s=\frac{F_n}{sq}\,\frac{\cosh qa+r\sinh qa}{\sinh qa+r\cosh qa}
=\frac{F_n}{sq}\,\frac{1-Rz}{1+Rz},
\]

with \(R=(r-1)/(r+1)\) and \(z=e^{-2qa}\). The last fraction is \(1+2\sum_{m\ge1}(-R)^mz^m\). Inverting term by term,

\[
\sigma(0,t)=F_n\left[S(0)+2\sum_{m=1}^{\infty}(-R)^mS(2ma)\right],
\]

\[
S(y)=2\sqrt{\frac{\kappa t}{\pi}}\,e^{-y^2/4\kappa t}-y\,{\rm erfc}\frac{y}{2\sqrt{\kappa t}} .
\]

Here \(S\) is the inverse of \(\sqrt\kappa\,s^{-3/2}e^{-y\sqrt{s/\kappa}}\). This can be checked by differentiation: \(\partial_yS=-{\rm erfc}(y/2\sqrt{\kappa t})\), whose transform is \(-e^{-y\sqrt{s/\kappa}}/s\), and \(S\) vanishes at large \(y\).

If \(a\gg\sqrt{\kappa t_n}\), only \(S(0)\) matters and \(n=2\) is recovered. In the opposite limit, \(S(y)\simeq2\sqrt{\kappa t/\pi}-y\). The required sums are

\[
1+2\sum_{m\ge1}(-R)^m=\frac{1-R}{1+R}=\frac1r,
\]

\[
-4\sum_{m\ge1}m(-R)^m=\frac{4R}{(1+R)^2}=\frac{r^2-1}{r^2}.
\]

With \(F_n=rF_0\), they give

\[
\sigma(0,t)\simeq F_0\left[2\sqrt{\frac{\kappa t}{\pi}}+a\left(r-\frac1r\right)\right].
\]

Let \(t_0\) be the nucleation time at a blocked site in the uniform line, and \(\ell_0=\sqrt{\kappa t_0}\). Equating this stress to \(\sigma_c=2F_0\ell_0/\sqrt\pi\) yields

\[
\sqrt{\frac{t_n}{t_0}}\simeq1-\left(r-\frac1r\right)\frac{\sqrt\pi\,a}{2\ell_0}.
\]

A very short isothermal neck thus has almost no nucleation penalty. Nearly all the atoms carried away then come from the wide line, whose stress rises almost as it would without the neck, and only a small extra stress, of order \(F_na\), builds up across the neck itself. For \(r=2\), the full series gives \(t_n/t_0=0.87\), 0.57, 0.29 and 0.25 at \(a/\ell_0=0.05\), 0.2, 0.5 and 2. The short-neck law also gives 0.87 at the first value. Neither \(1/r\) nor \(1/r^2\) describes the whole range.

## Heating can create its own flux divergence

A temperature change makes \(\kappa\) vary, so \(\partial_x(w\kappa F)\) no longer vanishes. Atoms entering the hot neck are carried away faster than the cold line supplies them, and tension builds at that end.

As a limiting model, let temperature and width change abruptly at \(x=0\), with cold line on the left. The transformed stress is \(\hat\sigma_ee^{q_0x}\) on the left and \(\hat\sigma_ee^{-q_nx}\) on the right. Continuity of atomic flow reads

\[
w_0\kappa_0\left(q_0\hat\sigma_e+\frac{F_0}{s}\right)
=w_n\kappa_n\left(-q_n\hat\sigma_e+\frac{F_n}{s}\right).
\]

Use \(w_nF_n=w_0F_0\) and \(\kappa q=\sqrt{\kappa s}\) to solve for \(\hat\sigma_e\). Inverting and dividing by the stress \(2F_0\sqrt{\kappa_0t/\pi}\) at a blocking site in the uniform line gives

\[
\frac{\sigma_e}{\sigma_{\rm block}}=\frac{m_\kappa^2-1}{1+m_\kappa/r},
\qquad m_\kappa^2=\frac{\kappa_n}{\kappa_0}.
\]

The ratio vanishes when \(\kappa_n=\kappa_0\), that is, in this model, without a temperature difference. The formula requires the thermal transition to be short, and the neck long, compared with the stress diffusion lengths on the respective sides.

## Numbers for a twofold narrowing

The following round parameters describe a model metal, not a named material:

- \(w_0=1\) µm, \(w_n=0.5\) µm, \(h=0.3\) µm, \(d=0.5\) µm;
- \(k_m=300\) and \(k_d=1\) W/(m K), with \(c=0.9\);
- \(\rho_s=3\times10^{-8}\) Ω m, \(\beta=0.003\) K\(^{-1}\), \(T_s=400\) K;
- \(E_a=0.90\) eV, so \(E_a/k=10444\) K.

The loss coefficients are \(g_0=2.90\) and \(g_n=1.90\) W/(m K). A two-dimensional heat-flow calculation agrees with both to within about 1.5%, which supports the chosen \(c\) at these widths. Even so small a difference matters for the long neck at high current, where it can change the losses found below by about a tenth. These values describe a thin strip lying on top of the dielectric. A buried line, which the stress model presupposes, loses heat more easily: with dielectric up to the top of the metal, \(g_0\approx3.8\) and \(g_n\approx2.8\) W/(m K), and with a further 1 µm cover, about 4.5 and 3.5. The largest heating factor found below, 82, then falls to about 17 or 9, so the high-current numbers depend strongly on this geometry.

**Moderate current.** At \(j_0=2\times10^{10}\) A/m² (2 MA/cm²),

\[
p_0=(2\times10^{10})^2(3\times10^{-8})(0.3\times10^{-12})=3.6\ {\rm W/m},
\]

and \(p_n=7.2\) W/m. The plateaus are

\[
\Theta_0=\frac{3.6}{2.90-0.011}=1.25\ {\rm K},\qquad
\Theta_n=\frac{7.2}{1.90-0.022}=3.83\ {\rm K}.
\]

A 60 µm neck, much longer than its healing length of 4.9 µm, reaches its plateau. Heating alone then divides the lifetime by 1.18, and the total loss is \(2\times1.18=2.36\) for \(n=1\) or \(4\times1.18=4.72\) for \(n=2\). In a 4 µm neck the excess over the line is only 0.63 K, the heating factor is 1.04, and the losses are 2.08 and 4.17. Current density accounts for most of the damage in both necks.

**High current.** At \(j_0=10^{11}\) A/m² (10 MA/cm²), the heating at \(T_s\) is 25 times larger: 90 and 180 W/m. The feedback is now appreciable:

\[
\Theta_0=\frac{90}{2.90-0.27}=34.2\ {\rm K},\qquad
\Theta_n=\frac{180}{1.90-0.54}=132\ {\rm K}.
\]

For the 4 µm neck, \(u=2/5.75=0.348\) and \(K_n/K_0=(1.36\times5.75)/(2.63\times5.85)=0.508\). The bracket in the peak formula is 0.195, so the neck is about \(0.195\times98=19\) K hotter than the line. With \(T_0=434.2\) K and \(T_n=453.3\) K,

\[
\frac{E_a}{k}\,\frac{T_n-T_0}{T_0T_n}
=\frac{10444\times19.1}{434.2\times453.3}=1.01 .
\]

Heating divides the lifetime by \(e^{1.01}=2.75\), and the losses are 5.5 for \(n=1\) and 11 for \(n=2\). Constriction of current and heat at abrupt steps, absent from the one-dimensional model, raises the excess to about 20 K and the factor to about 2.9. The thermal term, 1.01, exceeds the current term \(\ln2=0.69\) for \(n=1\), but not \(2\ln2=1.39\) for \(n=2\).

The 60 µm neck reaches 531.6 K, 97 K above the line. Heating alone now costs a factor of 82, and the losses are about 160 and 330. Written as a power of the width ratio, \(r^{7.4}\) or \(r^{8.4}\), these losses are far from proportional. The exponents belong to this narrowing and this current; they are not a general power law. The omitted factor \(T_n/T_0=1.22\) would reduce both losses by about 18%.

By these local estimates the same long neck costs a factor of 4.7 at the moderate current and 330 at the high one, for \(n=2\). A high-current test would therefore overstate its penalty at moderate current unless the local temperatures were taken into account.

## How far the numbers can be trusted

The losses for \(n=2\) assume a blocking site in the neck and \(a\gg\sqrt{\kappa t_n}\). The local temperature must also be nearly uniform over that distance. With \(\kappa\) and \(F_n\) taken in the neck, the nucleation law gives \(\sqrt{\kappa t_n}=\sqrt\pi\,\sigma_c/(2F_n)\). This length does not depend on \(\kappa\), and it grows as the current falls. Since neither \(\sigma_c\) nor \(F\) was specified, the 4 µm neck may fail these conditions, and so may the 60 µm neck, more easily at the moderate current. The \(n=2\) results are local Black estimates, not solutions of the full stress problem, and they overstate the loss if the stress spreads well beyond the neck before a void forms. The \(n=1\) results assume a void already in the neck and the same final void length in neck and line. They also neglect return flow. At uniform temperature a stress-free void causes none, because \(wF\) and \(\kappa\) are the same everywhere. In a hot neck, however, atoms pile up where the metal cools, and the resulting compression slows the void once it has spread back to it. The heating factor for \(n=1\) then overstates the loss, unless the void reaches its final length before this happens.

For the long neck at high current, and with the factor \(1/T\) in \(\kappa\) again left out, the sharp-edge formula gives a stress 14.7 times that at a blocked site in the uniform line. This is not a prediction for the 60 µm neck. When the edge stress reaches \(\sigma_c\), the diffusion lengths are \(\ell_0/14.7=0.068\,\ell_0\) on the cold side and, with \(m_\kappa=\sqrt{82}=9.1\), \(0.62\,\ell_0\) on the hot side. The first must greatly exceed the thermal transition of about 6 µm, which requires \(\ell_0\gg90\) µm. The second then becomes comparable with the neck's length or larger, so the two conditions conflict. What remains is the mechanism: a hot neck has a flux divergence even without a blocking site.

The temperature formula, the stress series, the long-neck \(n=2\) ratio and the sharp-edge formula were tested against direct numerical solutions of their model equations. These tests do not establish Black's law for a particular metal. The omitted drift in a temperature gradient may also matter: at the ends of the long neck at high current the gradient reaches about 11 K/µm, where the force \(Q\,\partial_xT/T\) for a heat of transport \(Q\) is about \(4\,(Q/{\rm eV})/|Z|\) times the wind force \(Ze\rho_sj_n\) for an effective charge \(Z\). The ratios also compare local failure times, not the failure statistics of many lines.

## Calculated quantities

```
line width, neck width: 1.00, 0.50 um
width ratio r: 2.00
metal, dielectric thickness: 0.30, 0.50 um
metal, dielectric conductivity: 300.0, 1.0 W/(m K)
resistivity at substrate temperature: 3.00e-08 ohm m
resistivity temperature coefficient: 0.0030 1/K
substrate temperature: 400.0 K
activation energy: 0.90 eV; Ea/k: 10444.1 K
edge-loss constant c: 0.90
line heat loss, model / 2D grid: 2.900 / 2.900 W/(m K)
neck heat loss, model / 2D grid: 1.900 / 1.894 W/(m K)
CURRENT DENSITY line, neck: 2.00e+10, 4.00e+10 A/m^2
  heating at T_sub, line, neck: 3.60, 7.20 W/m
  plateau rise, line, neck: 1.25, 3.83 K
  healing length, line, neck: 5.58, 4.89 um
  neck length 4 um: T_line, T_neck: 401.25, 401.88 K
    lifetime division by heating alone: 1.042
    lifetime ratio n=1, n=2: 0.47991, 0.23995
    loss factor n=1, n=2: 2.08, 4.17
    effective width exponent n=1, n=2: 1.059, 2.059
  neck length 60 um: T_line, T_neck: 401.25, 403.83 K
    lifetime division by heating alone: 1.181
    lifetime ratio n=1, n=2: 0.42340, 0.21170
    loss factor n=1, n=2: 2.36, 4.72
    effective width exponent n=1, n=2: 1.240, 2.240
  long neck, n=2 ratio from stress evolution: 0.21169
  long neck, omitted factor T_neck/T_line: 1.006
  sharp hot edge / blocked-line stress: 0.117
CURRENT DENSITY line, neck: 1.00e+11, 2.00e+11 A/m^2
  heating at T_sub, line, neck: 90.00, 180.00 W/m
  plateau rise, line, neck: 34.22, 132.35 K
  healing length, line, neck: 5.85, 5.75 um
  neck length 4 um: T_line, T_neck: 434.22, 453.31 K
    lifetime division by heating alone: 2.753
    lifetime ratio n=1, n=2: 0.18163, 0.09081
    loss factor n=1, n=2: 5.51, 11.01
    effective width exponent n=1, n=2: 2.461, 3.461
  neck length 60 um: T_line, T_neck: 434.22, 531.65 K
    lifetime division by heating alone: 82.079
    lifetime ratio n=1, n=2: 0.00609, 0.00305
    loss factor n=1, n=2: 164.16, 328.31
    effective width exponent n=1, n=2: 7.359, 8.359
  long neck, n=2 ratio from stress evolution: 0.00305
  long neck, omitted factor T_neck/T_line: 1.224
  sharp hot edge / blocked-line stress: 14.662
ISOTHERMAL NUCLEATION, blocking site at neck centre
  half length/diffusion length 0.05: lifetime ratio 0.8734 (direct 0.8733)
  half length/diffusion length 0.20: lifetime ratio 0.5690 (direct 0.5690)
  half length/diffusion length 0.50: lifetime ratio 0.2914 (direct 0.2914)
  half length/diffusion length 2.00: lifetime ratio 0.2500 (direct 0.2500)
  short-neck law at 0.05: 0.8715
hot edge test, diffusivity ratio 4.0: relative stress 1.500 (direct 1.489)
```
